# The Second Moment of a Local Density of States from Hoppings: verification in Python

```python
# RESULT UNDER TEST: in an orthonormal basis the local density of states of
# orbital i, n_i(E) = sum_n |<i|n>|^2 delta(E-E_n), has the second moment
#     mu2 = integral (E-e_i)^2 n_i(E) dE = sum_{j != i} |H_ij|^2 ,
# where e_i = H_ii is the on-site energy and H_ij are the hoppings.
# Example: metal s and oxygen p orbitals on a rocksalt network.
# V0: s-p sigma hopping, T0: metal-metal s-s hopping, D0: bond length,
# EP: oxygen p level relative to the metal s level (which is zero).
# Energies are in eV and lengths in nm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm

D0, V0, T0, EP = 0.23, 1.5, -0.1, -3.5
SIGMA_POS, SIGMA_ONSITE = 0.012, 0.2
W_2S, GAP_2S = -1.0, 15.0       # metal s - oxygen 2s hopping; 2s below 2p
rng = np.random.default_rng(7)
HBAR = const.hbar / const.e     # eV s
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2

grid = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)]
BONDS = [v for v in grid if v @ v == 1]
METAL_PAIRS = [v for v in grid if v @ v == 2]
SECOND_OXYGENS = [v for v in grid if v @ v == 3]


def moment(H, i, power, reference=None):
    """Moment of the local density of states from eigenstates."""
    E, U = np.linalg.eigh(H)
    ref = H[i, i].real if reference is None else reference
    return float(np.sum(np.abs(U[i])**2 * (E - ref)**power))


# --- general Hermitian matrix, including complex hoppings
A = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
A = (A + A.conj().T) / 2
hop_sum = sum(abs(A[2, j])**2 for j in range(9) if j != 2)
assert abs(moment(A, 2, 1)) < 1e-11
assert abs(moment(A, 2, 2) - hop_sum) < 1e-10

# --- non-orthogonal normalized orbitals: mu2 = g^+ S^-1 g
B = rng.normal(size=(6, 6))
B = (B + B.T) / 2
R = rng.uniform(-0.1, 0.1, size=(6, 6))
S = np.eye(6) + np.triu(R, 1) + np.triu(R, 1).T
E, C = eigh(B, S)
mu2_overlap = np.sum((S @ C)[1]**2 * (E - B[1, 1])**2)
g = B[:, 1] - B[1, 1] * S[:, 1]
assert abs(mu2_overlap - g @ np.linalg.solve(S, g)) < 1e-10


# --- periodic supercell with optional disorder
N = 6
sites = list(itertools.product(range(N), repeat=3))
metals = [s for s in sites if sum(s) % 2 == 0]
oxygens = [s for s in sites if sum(s) % 2 == 1]
index_m = {s: n for n, s in enumerate(metals)}
index_o = {s: n for n, s in enumerate(oxygens)}
NM, NO = len(metals), len(oxygens)


def supercell(shift_m, shift_o, onsite_m, onsite_o):
    """Hamiltonian, and squared hoppings summed from distances alone."""
    H = np.diag(np.concatenate([onsite_m, np.repeat(onsite_o, 3)]))
    squares = np.zeros(NM)
    for m, site in enumerate(metals):
        for v in BONDS:
            o = index_o[tuple(int(x) for x in (np.array(site) + v) % N)]
            r = D0 * v + shift_o[o] - shift_m[m]
            d = np.linalg.norm(r)
            cols = slice(NM + 3 * o, NM + 3 * o + 3)
            H[m, cols] = V0 * (D0 / d)**2 * r / d
            H[cols, m] = H[m, cols]
            squares[m] += V0**2 * (D0 / d)**4
        for v in METAL_PAIRS:
            q = index_m[tuple(int(x) for x in (np.array(site) + v) % N)]
            d = np.linalg.norm(D0 * v + shift_m[q] - shift_m[m])
            H[m, q] = T0 * 2 * D0**2 / d**2
            squares[m] += T0**2 * 4 * D0**4 / d**4
    return H, squares


H_cryst, _ = supercell(np.zeros((NM, 3)), np.zeros((NO, 3)),
                       np.zeros(NM), np.full(NO, EP))
mu2_cryst = moment(H_cryst, 0, 2)
mu2_formula = 6 * V0**2 + 12 * T0**2
assert abs(mu2_cryst - mu2_formula) < 1e-9

H_dis, squares = supercell(rng.normal(0, SIGMA_POS, (NM, 3)),
                           rng.normal(0, SIGMA_POS, (NO, 3)),
                           rng.normal(0, SIGMA_ONSITE, NM),
                           EP + rng.normal(0, SIGMA_ONSITE, NO))
assert np.allclose(H_dis, H_dis.T, atol=1e-12)
E, U = np.linalg.eigh(H_dis)
onsite = np.diag(H_dis)[:NM]
mu2_sites = np.sum(U[:NM]**2 * (E[None, :] - onsite[:, None])**2, axis=1)
assert np.max(np.abs(mu2_sites - squares)) < 1e-9
about_zero = moment(H_dis, 0, 2, reference=0.0)
assert abs(about_zero - squares[0] - onsite[0]**2) < 1e-9

# --- short-time escape from one metal orbital
time = np.sqrt(1e-4 / squares[0])           # in units of hbar/eV
amplitude = expm(-1j * H_dis * time)[0, 0]
escape = 1 - abs(amplitude)**2
assert abs(escape / 1e-4 - 1) < 1e-3        # next term is of order t^4

# --- one oxygen removed next to metal 0
first = index_o[(1, 0, 0)]
gone = [NM + 3 * first + a for a in range(3)]
H_vac = np.delete(np.delete(H_cryst, gone, 0), gone, 1)
mu2_vac = moment(H_vac, 0, 2)
assert abs(mu2_cryst - mu2_vac - V0**2) < 1e-9


# --- bond directions: central s orbital versus central p orbital
def unit_vectors(n):
    u = rng.normal(size=(n, 3))
    return u / np.linalg.norm(u, axis=1)[:, None]


def add_random_coupling(H, start):
    n = len(H) - start
    X = rng.normal(0, 0.5, (n, n))
    H[start:, start:] += (X + X.T) / 2


s_values, pz_values = [], []
for _ in range(200):
    u = unit_vectors(6)
    Hs = np.diag([0.0] + [EP] * 18)
    Hs[0, 1:] = Hs[1:, 0] = V0 * u.ravel()
    add_random_coupling(Hs, 1)
    s_values.append(moment(Hs, 0, 2))
    Hp = np.diag([EP] * 3 + [0.0] * 6)
    Hp[:3, 3:] = V0 * u.T
    Hp[3:, :3] = V0 * u
    add_random_coupling(Hp, 3)
    p_all = [moment(Hp, a, 2) for a in range(3)]
    assert abs(p_all[2] - V0**2 * np.sum(u[:, 2]**2)) < 1e-9
    assert abs(sum(p_all) - 6 * V0**2) < 1e-9
    pz_values.append(p_all[2])
assert np.max(np.abs(np.array(s_values) - 6 * V0**2)) < 1e-9

# --- metal-oxygen-metal angle enters the fourth moment
mu4 = {}
for degrees in (180, 120):
    th = np.radians(degrees)
    u = np.array([[1, 0, 0], [np.cos(th), np.sin(th), 0]])
    Ht = np.diag([0.0, 0.0, EP, EP, EP])
    Ht[:2, 2:] = V0 * u
    Ht[2:, :2] = V0 * u.T
    mu4[degrees] = moment(Ht, 0, 4)
    expected = V0**4 * (1 + np.cos(th)**2) + V0**2 * EP**2
    assert abs(mu4[degrees] - expected) < 1e-9
    assert abs(moment(Ht, 0, 2) - V0**2) < 1e-10


# --- Bloch Hamiltonian; k is in units of 1/D0
def bloch(k, with_2s=False):
    n = 5 if with_2s else 4
    H = np.zeros((len(k), n, n), complex)
    for v in METAL_PAIRS:
        H[:, 0, 0] += T0 * np.exp(1j * k @ v)
    for v in BONDS:
        phase = np.exp(1j * k @ v)
        for a in range(3):
            H[:, 0, 1 + a] += V0 * v[a] * phase
        if with_2s:
            H[:, 0, 4] += W_2S * phase
    H[:, 1:, 0] = H[:, 0, 1:].conj()
    for a in range(3):
        H[:, 1 + a, 1 + a] = EP
    if with_2s:
        H[:, 4, 4] = EP - GAP_2S
    return H


def mesh(n):
    x = 2 * np.pi * np.arange(n) / n
    return np.array(np.meshgrid(x, x, x)).reshape(3, -1).T


def band_parts(n):
    E, U = np.linalg.eigh(bloch(mesh(n)))
    w = np.abs(U[:, 0, :])**2 / len(E)
    out = []
    for part in (slice(0, 3), slice(3, 4)):
        weight = w[:, part].sum()
        mean = (w[:, part] * E[:, part]).sum() / weight
        var = (w[:, part] * (E[:, part] - mean)**2).sum() / weight
        out.append((weight, mean, var))
    return out, (w * E**2).sum(), E


(val, con), mu2_bloch, bands = band_parts(24)
(val_b, con_b), _, _ = band_parts(20)
assert np.max(np.abs(np.array([val, con]) - np.array([val_b, con_b]))) < 1e-3
assert abs(mu2_bloch - mu2_formula) < 1e-9
between = val[0] * con[0] * (con[1] - val[1])**2
within = val[0] * val[2] + con[0] * con[2]
assert abs(between + within - mu2_formula) < 1e-9
assert abs(val[0] * val[1] + con[0] * con[1]) < 1e-10

gamma = np.zeros((1, 3))
edge = np.linalg.eigvalsh(bloch(gamma))[0, -1]
assert abs(edge - bands[:, 3].min()) < 1e-9
gap = edge - bands[:, :3].max()
q = 0.01
edge_q = np.linalg.eigvalsh(bloch(np.array([[q, 0, 0]])))[0, -1]
curvature = (edge_q - edge) / q**2          # eV, k in units of 1/D0
assert abs(curvature / (4 * V0**2 / (12 * T0 - EP) - 4 * T0) - 1) < 2e-3
mass = KINETIC / (curvature * D0**2)

# --- neglected: overlap between metal s and oxygen p orbitals
k_small = mesh(12)
H_small = bloch(k_small)
overlap_mu2 = {}
for s in (0.1, 0.2):
    total, direct = 0.0, 0.0
    for Hk in H_small:
        Sk = np.eye(4, dtype=complex)
        Sk[0, 1:] = s / V0 * Hk[0, 1:]
        Sk[1:, 0] = Sk[0, 1:].conj()
        E, C = eigh(Hk, Sk)
        total += np.sum(np.abs((Sk @ C)[0])**2 * E**2)
        direct += (Hk[0] @ np.linalg.solve(Sk, Hk[:, 0])).real
    assert abs(total / direct - 1) < 1e-10
    overlap_mu2[s] = total / len(H_small)

# --- neglected: oxygen 2s orbital
E, U = np.linalg.eigh(bloch(k_small, True))
mu2_with_2s = np.sum(np.abs(U[:, 0, :])**2 * E**2) / len(E)
assert abs(mu2_with_2s - mu2_formula - 6 * W_2S**2) < 1e-9
edge_2s = np.linalg.eigvalsh(bloch(gamma, True))[0, -1]

# --- neglected: second oxygen shell, if hopping still fell as 1/d^2
second_shell = sum((V0 / (v @ v))**2 for v in SECOND_OXYGENS)


# --- neglected: thermal vibration, Einstein oscillators
def einstein_variance(mass_u, quantum, temperature):
    ratio = mass_u * const.atomic_mass / const.m_e
    kT = const.k * temperature / const.e
    return KINETIC / (ratio * quantum) / np.tanh(quantum / (2 * kT))


def mean_inverse_fourth(w2):
    """Gaussian average of (D0/d)^4, w2 = relative variance per axis."""
    x, weight = np.polynomial.hermite_e.hermegauss(12)
    weight = weight / weight.sum()
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    P = np.einsum("i,j,k->ijk", weight, weight, weight)
    w = np.sqrt(w2)
    d2 = (D0 + w * X)**2 + (w * Y)**2 + (w * Z)**2
    return float(np.sum(P * D0**4 / d2**2))


TEMP, Q_METAL, Q_OXYGEN = 300.0, 0.015, 0.030
M_METAL, M_OXYGEN = 112.4, 16.0
var_m = einstein_variance(M_METAL, Q_METAL, TEMP)
var_o = einstein_variance(M_OXYGEN, Q_OXYGEN, TEMP)
thermal = mean_inverse_fourth(var_m + var_o)
# the next term of the expansion is 45 w^4/d^4, below 5e-4 here
assert abs(thermal - 1 - 6 * (var_m + var_o) / D0**2) < 5e-4
static = mean_inverse_fourth(2 * SIGMA_POS**2)

width = np.sqrt(mu2_cryst)
print(f"Bond length {D0} nm; s-p hopping {V0} eV; s-s hopping {T0} eV")
print(f"Oxygen p level relative to metal s: {EP} eV")
print(f"Model gap: {gap:.3f} eV; conduction mass: {mass:.3f} m_e")
print(f"Crystal: six s-p bonds give {6*V0**2:.3f} eV^2")
print(f"Crystal: twelve s-s hoppings give {12*T0**2:.3f} eV^2")
print(f"Crystal mu2, hopping sum: {mu2_formula:.4f} eV^2")
print(f"Crystal mu2, supercell eigenstates: {mu2_cryst:.4f} eV^2")
print(f"Crystal mu2, Bloch eigenstates: {mu2_bloch:.4f} eV^2")
print(f"Crystal rms width: {width:.4f} eV = {width/HARTREE:.4f} hartree")
print(f"Escape time hbar/width: {HBAR/width*1e15:.4f} fs")
print(f"s weight: valence {val[0]:.3f}, conduction {con[0]:.3f}")
print(f"s-weighted centres: {val[1]:.3f} and {con[1]:.3f} eV")
print(f"s-weighted rms widths: valence {val[2]**0.5:.3f} eV,"
      f" conduction {con[2]**0.5:.3f} eV")
print(f"mu2 between bands {between:.3f}, within bands {within:.3f} eV^2")
print(f"Supercell: {NM} metal and {NO} oxygen atoms")
print(f"Disorder: {SIGMA_POS} nm per axis, {SIGMA_ONSITE} eV on-site (rms)")
print(f"Disordered mu2: mean {mu2_sites.mean():.3f} eV^2,"
      f" standard deviation {mu2_sites.std():.3f} eV^2")
print(f"Disordered mu2: lowest {mu2_sites.min():.3f},"
      f" highest {mu2_sites.max():.3f} eV^2")
print(f"Largest eigenstate-minus-bond-sum difference:"
      f" {np.max(np.abs(mu2_sites-squares)):.1e} eV^2")
print(f"Gaussian average of (D0/d)^4 for this disorder: {static:.4f}")
print(f"Metal beside a missing oxygen: mu2 {mu2_vac:.3f} eV^2,"
      f" rms width {mu2_vac**0.5:.3f} eV")
print(f"Random directions, s orbital: mu2 {min(s_values):.3f}"
      f" to {max(s_values):.3f} eV^2")
print(f"Random directions, one p orbital: mu2 {min(pz_values):.3f}"
      f" to {max(pz_values):.3f} eV^2")
print(f"Metal-O-metal mu4: {mu4[180]:.3f} eV^4 at 180 deg,"
      f" {mu4[120]:.3f} eV^4 at 120 deg")
for s, value in overlap_mu2.items():
    print(f"Neglected overlap {s}: mu2 {value:.3f} eV^2,"
          f" change {100*(value/mu2_formula-1):.1f} %")
print(f"Neglected O 2s: hopping {W_2S} eV, level {GAP_2S} eV below O 2p")
print(f"With O 2s: mu2 {mu2_with_2s:.3f} eV^2,"
      f" conduction edge moves {edge_2s-edge:+.3f} eV")
print(f"Second oxygen shell: {len(SECOND_OXYGENS)} atoms,"
      f" adds {second_shell:.3f} eV^2 if hopping falls as 1/d^2")
print(f"Einstein quanta: metal {1000*Q_METAL:.0f} meV,"
      f" oxygen {1000*Q_OXYGEN:.0f} meV; temperature {TEMP:.0f} K")
print(f"Thermal rms shift per axis: metal {var_m**0.5:.4f} nm,"
      f" oxygen {var_o**0.5:.4f} nm")
print(f"Thermal rise of s-p part of mu2: {100*(thermal-1):.2f} %")
print("all assertions hold")
```

It prints:

```
Bond length 0.23 nm; s-p hopping 1.5 eV; s-s hopping -0.1 eV
Oxygen p level relative to metal s: -3.5 eV
Model gap: 2.300 eV; conduction mass: 0.167 m_e
Crystal: six s-p bonds give 13.500 eV^2
Crystal: twelve s-s hoppings give 0.120 eV^2
Crystal mu2, hopping sum: 13.6200 eV^2
Crystal mu2, supercell eigenstates: 13.6200 eV^2
Crystal mu2, Bloch eigenstates: 13.6200 eV^2
Crystal rms width: 3.6905 eV = 0.1356 hartree
Escape time hbar/width: 0.1784 fs
s weight: valence 0.274, conduction 0.726
s-weighted centres: -5.885 and 2.222 eV
s-weighted rms widths: valence 0.648 eV, conduction 0.767 eV
mu2 between bands 13.078, within bands 0.542 eV^2
Supercell: 108 metal and 108 oxygen atoms
Disorder: 0.012 nm per axis, 0.2 eV on-site (rms)
Disordered mu2: mean 14.060 eV^2, standard deviation 1.108 eV^2
Disordered mu2: lowest 11.969, highest 16.770 eV^2
Largest eigenstate-minus-bond-sum difference: 2.0e-14 eV^2
Gaussian average of (D0/d)^4 for this disorder: 1.0341
Metal beside a missing oxygen: mu2 11.370 eV^2, rms width 3.372 eV
Random directions, s orbital: mu2 13.500 to 13.500 eV^2
Random directions, one p orbital: mu2 0.759 to 8.377 eV^2
Metal-O-metal mu4: 37.687 eV^4 at 180 deg, 33.891 eV^4 at 120 deg
Neglected overlap 0.1: mu2 14.650 eV^2, change 7.6 %
Neglected overlap 0.2: mu2 19.192 eV^2, change 40.9 %
Neglected O 2s: hopping -1.0 eV, level 15.0 eV below O 2p
With O 2s: mu2 19.620 eV^2, conduction edge moves +1.877 eV
Second oxygen shell: 8 atoms, adds 2.000 eV^2 if hopping falls as 1/d^2
Einstein quanta: metal 15 meV, oxygen 30 meV; temperature 300 K
Thermal rms shift per axis: metal 0.0066 nm, oxygen 0.0091 nm
Thermal rise of s-p part of mu2: 1.47 %
all assertions hold
```
